# Start-Gap Wear Levelling: Address Mapping and Choice of the Movement Interval: a program that tests the result

```python
"""Start-Gap wear levelling: N logical lines in N+1 physical slots.

Result under test: the address map is one-to-one after every gap movement;
N movements shift each line by one slot modulo N+1; N+1 movements restore the
gap and shift each line by one place in the cyclic order of occupied slots
(one line jumps the gap and so advances two slots). A round of N(N+1)
movements spreads steady traffic evenly over all slots.

Symbols: n = number of logical lines, start and gap = the two registers,
psi = demand accesses per gap movement, endurance = cycles a slot survives.
A read is destructive and restored, so every read or write costs one cycle;
a copy costs one cycle at its source and one at its destination.
"""
import math
import random
from scipy import constants
from scipy.integrate import quad


def physical_slot(line, start, gap, n):
    rank = (line + start) % n
    return rank + (rank >= gap)


def logical_line(slot, start, gap, n):
    rank = slot - (slot > gap)
    return (rank - start) % n


def next_registers(start, gap, n):
    if gap == 0:
        return (start + 1) % n, n
    return start, gap - 1


def move_gap(cells, start, gap):
    """Copy the neighbouring line into the gap, then update the registers."""
    n = len(cells) - 1
    source = (gap - 1) % (n + 1)
    cells[gap] = cells[source]
    cells[source] = None
    return next_registers(start, gap, n)


# Mapping and shifts, with positions found by scanning the moved contents
for n in range(2, 10):
    cells = list(range(n)) + [None]
    start, gap = 0, n
    period = n * (n + 1)
    history = []
    returns = []
    for m in range(period + n + 2):
        found = [cells.index(line) for line in range(n)]
        history.append(found)
        mapped = [physical_slot(i, start, gap, n) for i in range(n)]
        assert mapped == found
        assert sorted(mapped + [gap]) == list(range(n + 1))
        assert all(logical_line(p, start, gap, n) == cells[p]
                   for p in range(n + 1) if p != gap)
        assert found == [(i + (m + i) // n) % (n + 1) for i in range(n)]
        if m > 0 and (start, gap) == (0, n):
            returns.append(m)
        start, gap = move_gap(cells, start, gap)
    assert returns[0] == period
    for m in range(period):
        before, after_n, after_lap = history[m], history[m + n], history[m + n + 1]
        assert all((b - a) % (n + 1) == 1 for a, b in zip(before, after_n))
        steps = [(b - a) % (n + 1) for a, b in zip(before, after_lap)]
        assert sorted(steps) == [1] * (n - 1) + [2]
        occupied_before, occupied_after = sorted(before), sorted(after_lap)
        assert occupied_before == occupied_after
        assert all((occupied_after.index(b) - occupied_before.index(a)) % n == 1
                   for a, b in zip(before, after_lap))
    for line in range(n):
        visits = [history[m][line] for m in range(period)]
        assert all(visits.count(slot) == n for slot in range(n + 1))

# Stored data must agree with an ordinary memory under random reads and writes
rng = random.Random(7)
n = 13
reference = [rng.randrange(1000) for _ in range(n)]
cells = reference[:] + [None]
start, gap = 0, n
for access in range(1, 20001):
    line = rng.randrange(n)
    slot = physical_slot(line, start, gap, n)
    assert cells[slot] == reference[line]
    if rng.random() < 0.5:
        reference[line] = cells[slot] = rng.randrange(1000)
    if access % 5 == 0:
        start, gap = move_gap(cells, start, gap)


def wear_in_round(n, traffic):
    """Count cycles per slot; traffic returns (slot, accesses) per interval."""
    wear = [0] * (n + 1)
    start, gap = 0, n
    for _ in range(n * (n + 1)):
        for slot, count in traffic(start, gap):
            wear[slot] += count
        wear[(gap - 1) % (n + 1)] += 1
        wear[gap] += 1
        start, gap = next_registers(start, gap, n)
    return wear


# Uneven but steady traffic
n_small, psi_small = 8, 20
line_counts = [9, 0, 5, 1, 0, 3, 0, 2]
assert sum(line_counts) == psi_small
small_wear = wear_in_round(n_small, lambda s, g: [
    (physical_slot(i, s, g, n_small), c) for i, c in enumerate(line_counts)])
assert small_wear == [n_small * (psi_small + 2)] * (n_small + 1)

# Traffic that follows one slot, using its neighbour while the slot is empty
target = 3
tracked_wear = wear_in_round(n_small, lambda s, g: [
    (target if g != target else target + 1, psi_small)])
tracked_gain_counted = n_small * (n_small + 1) * psi_small / max(tracked_wear)
tracked_gain_formula = (n_small + 1) * psi_small / (n_small * psi_small + 2)
assert math.isclose(tracked_gain_counted, tracked_gain_formula, rel_tol=1e-12)


def accesses_before_failure(n, psi, endurance, hot_line):
    """Simulate one hot line until a slot would exceed its endurance."""
    wear = [0] * (n + 1)
    start, gap = 0, n
    done = 0
    while True:
        slot = physical_slot(hot_line, start, gap, n)
        if wear[slot] + 1 > endurance:
            return done
        wear[slot] += 1
        done += 1
        if done % psi == 0:
            source = (gap - 1) % (n + 1)
            if max(wear[source], wear[gap]) + 1 > endurance:
                return done
            wear[source] += 1
            wear[gap] += 1
            start, gap = next_registers(start, gap, n)


def guaranteed_accesses(n, psi, endurance):
    return endurance // (n * (psi + 2)) * n * (n + 1) * psi


def greatest_accesses(n, psi, endurance):
    return psi * ((n + 1) * endurance + 2) / (psi + 2)


for n, psi, limit in [(4, 3, 205), (8, 5, 1000), (8, 10, 997), (15, 7, 1234)]:
    for hot in range(n):
        simulated = accesses_before_failure(n, psi, limit, hot)
        assert guaranteed_accesses(n, psi, limit) <= simulated
        assert simulated <= greatest_accesses(n, psi, limit)
assert accesses_before_failure(8, 20, 100, 0) == 100

# Small mapping example
print("N=4 contents of slots 0 to 4 (- is the gap)")
cells = list("ABCD") + [None]
start, gap = 0, 4
for m in range(8):
    shown = " ".join(c if c is not None else "-" for c in cells)
    print(f"movement {m}: {shown}   Start={start} Gap={gap}")
    start, gap = move_gap(cells, start, gap)

# Memory example: rough hafnia-zirconia operating values
lines, line_bytes, psi = 1024, 64, 100
endurance, cycle_time = 10**10, 50e-9
film_nm, drive_volts = 10.0, 2.5
hot = 0
full_wear = wear_in_round(lines, lambda s, g: [
    (physical_slot(hot, s, g, lines), psi)])
assert min(full_wear) == max(full_wear) == lines * (psi + 2)
low = guaranteed_accesses(lines, psi, endurance)
high = greatest_accesses(lines, psi, endurance)
movements = low // psi
levelled_seconds = (low + 2 * movements) * cycle_time
plain_seconds = endurance * cycle_time

print(f"logical lines = {lines}; line size = {line_bytes} bytes")
print(f"data capacity = {lines * line_bytes / 1024:.0f} KiB")
print(f"accesses per movement psi = {psi}")
print(f"assumed endurance = {endurance:.1e} cycles")
print(f"cycle time = {cycle_time * 1e9:.0f} ns")
print(f"pause per movement = {2 * cycle_time * 1e9:.0f} ns")
print(f"movements per full round = {lines * (lines + 1)}")
print(f"simulated wear per round: min {min(full_wear)}, max {max(full_wear)} cycles")
print(f"wear of one full hot-line visit = {lines * psi + 2} cycles")
print(f"complete rounds survived = {endurance // (lines * (psi + 2))}")
print(f"guaranteed demand accesses = {low:.6e}")
print(f"upper bound on demand accesses = {high:.6e}")
print(f"guaranteed gain in accesses = {low / endurance:.1f}")
print(f"lifetime without levelling = {plain_seconds:.0f} s")
print(f"lifetime with levelling = {levelled_seconds:.4e} s")
print(f"lifetime with levelling = {levelled_seconds / 86400:.2f} days")
for trial_psi in (10, 100, 1000):
    gain = guaranteed_accesses(lines, trial_psi, endurance) / endurance
    print(f"psi={trial_psi}: extra cycles {200 / trial_psi:.1f} %, gain {gain:.1f}")

# Weakest-slot reduction from the survival integral and from the scaling law
print("Neglected effects (assumed rough parameters)")
for shape in (2.0, 4.0):
    single = quad(lambda x: math.exp(-x**shape), 0, 10)[0]
    weakest = quad(lambda x: math.exp(-(lines + 1) * x**shape), 0, 1)[0]
    reduction = weakest / single
    assert math.isclose(reduction, (lines + 1)**(-1 / shape), rel_tol=1e-6)
    reduced_gain = reduction * (lines + 1) * psi / (psi + 2)
    print(f"Weibull shape {shape:.0f}: weakest/mean {reduction:.4f}, "
          f"gain {reduced_gain:.1f}")

field = drive_volts / (film_nm * 1e-7) / 1e6
decades_per_field, overdrive = 2.0, 0.05
field_factor = 10**(-decades_per_field * overdrive * field)
activation_ev, cool, warm = 0.3, 298.15, 358.15
boltzmann_ev = constants.k / constants.e
heat_factor = math.exp(activation_ev / boltzmann_ev * (1 / warm - 1 / cool))
print(f"film = {film_nm:.0f} nm; drive = {drive_volts:.1f} V; field = {field:.2f} MV/cm")
print(f"field acceleration = {decades_per_field:.1f} decades per MV/cm")
print(f"endurance factor at {100 * overdrive:.0f} % overdrive = {field_factor:.3f}")
print(f"activation energy = {activation_ev:.1f} eV")
print(f"endurance factor, {cool:.2f} K to {warm:.2f} K = {heat_factor:.3f}")
print(f"gain against slot-tracking traffic = "
      f"{(lines + 1) * psi / (lines * psi + 2):.5f}")
print(f"Gap register writes in array lifetime = {movements:.4e}")
print(f"register writes / cell endurance = {movements / endurance:.2f}")
print(f"gain if ferroelectric Gap register fails first = {psi}")
assert movements > endurance
print("all good")
```

It prints:

```
N=4 contents of slots 0 to 4 (- is the gap)
movement 0: A B C D -   Start=0 Gap=4
movement 1: A B C - D   Start=0 Gap=3
movement 2: A B - C D   Start=0 Gap=2
movement 3: A - B C D   Start=0 Gap=1
movement 4: - A B C D   Start=0 Gap=0
movement 5: D A B C -   Start=1 Gap=4
movement 6: D A B - C   Start=1 Gap=3
movement 7: D A - B C   Start=1 Gap=2
logical lines = 1024; line size = 64 bytes
data capacity = 64 KiB
accesses per movement psi = 100
assumed endurance = 1.0e+10 cycles
cycle time = 50 ns
pause per movement = 100 ns
movements per full round = 1049600
simulated wear per round: min 104448, max 104448 cycles
wear of one full hot-line visit = 102402 cycles
complete rounds survived = 95741
guaranteed demand accesses = 1.004898e+13
upper bound on demand accesses = 1.004902e+13
guaranteed gain in accesses = 1004.9
lifetime without levelling = 500 s
lifetime with levelling = 5.1250e+05 s
lifetime with levelling = 5.93 days
psi=10: extra cycles 20.0 %, gain 854.2
psi=100: extra cycles 2.0 %, gain 1004.9
psi=1000: extra cycles 0.2 %, gain 1022.9
Neglected effects (assumed rough parameters)
Weibull shape 2: weakest/mean 0.0312, gain 31.4
Weibull shape 4: weakest/mean 0.1767, gain 177.6
film = 10 nm; drive = 2.5 V; field = 2.50 MV/cm
field acceleration = 2.0 decades per MV/cm
endurance factor at 5 % overdrive = 0.562
activation energy = 0.3 eV
endurance factor, 298.15 K to 358.15 K = 0.141
gain against slot-tracking traffic = 1.00096
Gap register writes in array lifetime = 1.0049e+11
register writes / cell endurance = 10.05
gain if ferroelectric Gap register fails first = 100
all good
```
